# Interpolating Polar Electron–Phonon Coupling with a Subtracted Dipole Term

In a model polar crystal, couplings computed on an $8^3$ mesh of phonon wavevectors and Fourier interpolated to a finer mesh give 45% of the directly computed sum of $|g_{LO}|^2$ near $\Gamma$. The same coarse data give 99.9% when an analytic function is subtracted before interpolation and added back afterwards. The difference comes from a $1/q$ divergence, which a finite Fourier series cannot follow. This note derives the subtraction, states what it leaves behind, and gives the algorithm.

## Conventions and the object to interpolate

Hartree units are used. The crystal is a three-dimensional insulator with static electronic screening and no free carriers. The cell volume is $\Omega$; ion $\kappa$ sits at $\tau_\kappa$. A phonon displacement is $u_{\kappa R}=u_\kappa e^{iq\cdot R}$, and the electron has charge $-1$. With $N$ cells, the Wannier-gauge Bloch states are

$$W_{nk}(r)=N^{-1/2}\sum_R e^{ik\cdot R}w_n(r-R).$$

The perturbation is $\partial_{\kappa\alpha,q}V=\sum_R e^{iq\cdot R}\,\partial V/\partial\tau_{\kappa\alpha R}$. Translating it by a lattice vector multiplies it by $e^{iq\cdot R}$. In $\langle W_{m,k+q}|\partial_qV|W_{nk}\rangle$ this factor cancels the phase of the left-hand cell, so the sum over that cell gives $N$ and removes the normalization:

$$g_{mn,\kappa\alpha}(k,q)=\sum_{R_e,R_p}e^{ik\cdot R_e+iq\cdot R_p}\Big\langle w_{m0}\Big|\frac{\partial V}{\partial\tau_{\kappa\alpha R_p}}\Big|w_{nR_e}\Big\rangle .$$

Localized Wannier functions make the sum over $R_e$ short. The sum over $R_p$ is short if moving a distant ion hardly affects the electron. In a polar crystal that ion leaves a dipole potential, which falls as $R_p^{-2}$.

## The long-range part

Take first an unscreened dipole $P$ at $\tau$. Its electrostatic potential is $-P\cdot\nabla(1/|r-\tau|)$. Since $1/r$ has Fourier transform $4\pi/K^2$, the gradient gives $-iK\cdot P$, and the electron's charge reverses the sign. Repeating the dipole in every cell with phase $e^{iq\cdot R}$ selects $K=q+G$, with $G$ a reciprocal lattice vector:

$$V(r)=\frac{4\pi i}{\Omega}\sum_{K\ne0}\frac{K\cdot P}{K^2}e^{iK\cdot(r-\tau)}.$$

Screening changes the macroscopic component $K=q$. The polarization is $Z^*_\kappa u/\Omega+\chi E$, where $Z^*_\kappa$ is the Born charge at zero macroscopic field and $\varepsilon=1+4\pi\chi$ is the electronic dielectric tensor. With $E=-iq\phi$ and no free charge, $q\cdot(E+4\pi P_{tot})=0$ becomes

$$-i(q\cdot\varepsilon\cdot q)\phi+\frac{4\pi}{\Omega}q\cdot Z^*_\kappa u=0,\qquad -\phi=\frac{4\pi i}{\Omega}\frac{q\cdot Z^*_\kappa u}{q\cdot\varepsilon\cdot q}.$$

The last expression is the electron's energy amplitude; its spatial phase is $e^{iq\cdot(r-\tau_\kappa)}$.

The Wannier matrix element of that phase is needed through first order, because it multiplies $1/q$:

$$\langle w_{m0}|e^{iq\cdot r}|w_{nR}\rangle=\delta_{mn}\delta_{R0}+iq\cdot\langle w_{m0}|r|w_{nR}\rangle+O(q^2).$$

If the position operator has no elements between different Wannier functions, this equals $\delta_{mn}\delta_{R0}e^{iq\cdot r_m}$ to the same order, with $r_m$ the Wannier centre. The coupling $g$ is periodic in $q$, so the subtracted function must be too. Summing over $G$ achieves this, and a Gaussian makes the sum converge:

$$L_{mn,\kappa\alpha}(q)=\delta_{mn}\frac{4\pi i}{\Omega}\sum_{K\ne0}\frac{(K\cdot Z^*_\kappa)_\alpha}{K\cdot\varepsilon\cdot K}e^{-K\cdot\varepsilon\cdot K/4\eta}e^{iK\cdot(r_m-\tau_\kappa)}.$$

The Gaussian does not alter the singularity: $(e^{-x}-1)/x$ is analytic at $x=0$. Changing $\eta$ therefore moves an analytic periodic function between $L$ and the remainder. In real space the Gaussian has the form $e^{-\eta\,r\cdot\varepsilon^{-1}\cdot r}$, which must fit inside the supercell set by the coarse mesh.

At $q=0$ the term $K=0$ is omitted from both $g$ and $L$. This is the value at zero macroscopic field.

## What the subtraction leaves

The remainder $g-L$ has no $1/q$ divergence, but it need not be analytic. Terms of order $q^0$ that depend on the direction of $q$ have three sources:

1. **Dynamical quadrupoles.** The second moment $Q_\kappa$ of the charge induced by a displacement, taken about $\tau_\kappa$, adds $\frac12K\cdot Q_\kappa\cdot K$ to $iK\cdot Z^*_\kappa$. Divided by $K\cdot\varepsilon\cdot K$, it is of order $q^0$.
2. **Position elements** between different Wannier functions, multiplied by the $1/q$ potential.
3. **The local potential of the macroscopic field.** That field is finite as $q\to0$, depends on direction, and polarizes the cell.

Higher multipoles leave non-analytic terms of order $q$. By scaling, a singularity of degree $s$ in three dimensions gives a tail $R^{-3-s}$: $R^{-2}$ for the dipole, $R^{-3}$ for order $q^0$, and $R^{-4}$ for order $q$. "Short-range remainder" thus means shorter-range, with algebraic tails in general.

## Interpolation and restoration

For an $N_q^3$ mesh with points $q_j$, the remainder $S=g-L$ is transformed as

$$\tilde S(R)=N_q^{-3}\sum_j e^{-iq_j\cdot R}S(q_j),\qquad S(q)=\sum_R c_R e^{iq\cdot R}\tilde S(R).$$

Vectors $R$ that differ by a supercell translation have the same $\tilde S$. The one kept is that with the smallest physical distance, and ties share unit weight through $c_R$. The distance is $|R_p+\tau_\kappa-r_m|$ for phonons and $|R_e+r_n-r_m|$ for electrons. Using $|R|$ alone can assign elements between different sites to a more distant image.

If column $n$ of $U(k)$ expands band state $n$ in the Wannier-gauge states, then

$$g^B(k,q)=U^\dagger(k+q)\,[S(k,q)+L(q)]\,U(k),\qquad g_\nu=\sum_{\kappa\alpha}\frac{g^B_{\kappa\alpha}e_{\kappa\alpha,\nu}}{\sqrt{2M_\kappa\omega_\nu}}.$$

Here $e_\nu$ is the normalized phonon eigenvector in the same phase convention as $u_{\kappa R}$. With this normalization a scattering rate contains $N^{-1}\sum_q|g_\nu|^2$. Between bands separated by a gap, $U^\dagger(k+q)U(k)$ is of order $q$, so the long-range part also gives a finite, direction-dependent interband coupling. Near a degeneracy, such as the valence-band top of many semiconductors, the overlap between different bands can stay of order one, and the interband coupling then shares the $1/q$ divergence.

```
input: g on coarse (k,q) meshes in one Wannier gauge,
       Z*, eps, tau, Wannier centres, eta
impose sum over ions of Z* = 0
for each coarse q:
    fold q to the first zone; build L(q), omitting K = 0
    S(k,q) = g(k,q) - L(q) for all coarse k
transform S to (R_e, R_p); assign minimum-image weights
for each fine q:
    sum over R_p; build L(q) with the same eta
    for each fine k:
        sum over R_e; add L(q)
        rotate with U(k+q)^dagger and U(k)
        contract with phonon eigenvectors
```

## A second limit: the Fröhlich coupling

Let $q$ lie along a principal axis with one polar mode of a two-ion crystal. Neutrality gives Born charges $Z$ and $-Z$. With reduced mass $\mu$, the optical eigenvector has components $\sqrt{\mu/M_1}$ and $-\sqrt{\mu/M_2}$, so

$$\sum_\kappa\frac{Z_\kappa e_\kappa}{\sqrt{M_\kappa}}=Z\sqrt\mu\left(\frac1{M_1}+\frac1{M_2}\right)=\frac{Z}{\sqrt\mu}.$$

The intraband overlap tends to one, and the leading coupling satisfies

$$|g_{LO}|^2=\left(\frac{4\pi}{\Omega\varepsilon_\infty q}\right)^2\frac{Z^2}{2\mu\omega_{LO}}.$$

A longitudinal relative displacement $u$ creates the field $E=-4\pi Zu/(\Omega\varepsilon_\infty)$. Its force $ZE$ adds to the transverse restoring force:

$$\omega_{LO}^2-\omega_{TO}^2=\frac{4\pi Z^2}{\Omega\mu\varepsilon_\infty}.$$

In a static field the ions move by $u=ZE/(\mu\omega_{TO}^2)$, hence $\varepsilon_0=\varepsilon_\infty+4\pi Z^2/(\Omega\mu\omega_{TO}^2)$. Dividing by $\varepsilon_\infty$ and using the previous line gives $\varepsilon_0/\varepsilon_\infty=\omega_{LO}^2/\omega_{TO}^2$. Eliminating $Z^2/\mu$ from the coupling,

$$|g_{LO}|^2=\frac{2\pi}{\Omega\varepsilon_\infty q^2}\frac{\omega_{LO}^2-\omega_{TO}^2}{\omega_{LO}}=\frac{2\pi\omega_{LO}}{\Omega q^2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).$$

## A crystal with a direct answer at every wavevector

The example has a tetragonal cell, $a=6$ and $c=7$ bohr, with one ion at the corner and one at the body centre. Their charges are $Q=\pm1$, their polarizabilities 3 and 20 bohr³, and their masses 60 and 20 u. Charges and dipoles are Gaussian-smeared with $\sigma=0.9$ bohr. Nearest neighbours are also coupled by a restoring force of 0.01 Ha/bohr² times their relative displacement, equally stiff in all directions, unlike an ordinary spring that resists only stretching along the bond.

The interaction between dipoles on the two sublattices is

$$T_{\kappa\kappa'}(q)=\frac{4\pi}{\Omega}\sum_{K\ne0}\frac{KK}{K^2}e^{-\sigma^2K^2}e^{iK\cdot(\tau_\kappa-\tau_{\kappa'})}-\frac{\delta_{\kappa\kappa'}}{6\sqrt\pi\,\sigma^3}.$$

The last term, times the unit tensor, removes a dipole's action on itself. The induced dipoles $p_\kappa$ obey

$$p_\kappa=\alpha_\kappa\Big[-\sum_{\kappa'}T_{\kappa\kappa'}(q)(Q_{\kappa'}u_{\kappa'}+p_{\kappa'})+\sum_{\kappa'}Q_{\kappa'}T_{\kappa\kappa'}(0)u_\kappa\Big].$$

The second sum accounts for an ion moving through the static field gradient. Solving these equations and summing the potentials of all dipoles gives the direct coupling without using $\varepsilon$ or $Z^*$. Those tensors follow separately from the $q=0$ responses to a field and to displacements. They are $\varepsilon_{xx}=3.02$, $\varepsilon_{zz}=2.62$, and cation charges $Z^*_{xx}=1.51$, $Z^*_{zz}=1.79$.

The electron space has one Gaussian orbital $e^{-\beta r^2}$ per ion, $\beta=0.25$ bohr⁻², Löwdin-orthogonalized. A model Hamiltonian with orbital energies 0 and 0.1 Ha and nearest-neighbour element $-0.01$ Ha supplies $U(k)$. Phonons and $U$ are computed directly at fine points, so the errors below belong to the coupling.

**Long-wavelength tests.** At $q=10^{-3}$ bohr⁻¹ the direct coupling and $L$ differ by 0.025%, relative to the direct one. Along $x$, $\omega_{LO}=51.69$ meV, or $1.899\times10^{-3}$ Ha, and $\varepsilon_0=4.90$. The Fröhlich formula gives

$$q|g_{LO}|=\sqrt{\frac{2\pi(1.899\times10^{-3})}{252}(0.3316-0.2041)}=2.457\times10^{-3}\ \text{Ha/bohr},$$

and the direct calculation gives the same to these digits.

**Residual direction dependence.** Each ion is an inversion centre, so the charge induced by moving it is odd about $\tau_\kappa$ and has no quadrupole there. The two equal orbitals form one body-centred lattice. Inversion about the midpoint of any two sites exchanges their real, orthogonal Wannier functions and reverses the position operator, so position elements between them vanish.

The local potential of the macroscopic field is odd about every inversion centre of the crystal. The midpoint between two like ions is such a centre, so elements between like sites vanish. The midpoint between unlike ions is not, and that element may survive.

The test compares remainders for $q$ along $x$ and $z$, both with length $10^{-4}$ bohr⁻¹. Between equal orbital types the largest change is $1.4\times10^{-5}$ Ha/bohr; between different types it is $4.9\times10^{-3}$ Ha/bohr.

Dropping $r_m$ from the phase of $L$ raises the first number to 0.119 Ha/bohr. The omitted term explains this value. For the body-centre orbital and $q$ along $z$ it is

$$\frac{4\pi}{\Omega}\frac{Z^*_{zz}}{\varepsilon_{zz}}r_{m,z}=0.0499\times\frac{1.786}{2.625}\times3.5=0.119\ \text{Ha/bohr}.$$

**Real-space decay.** For an electron on the cation and a cation displaced along $x$ at $R=(n,0,0)$, the total Fourier coefficient on the $8^3$ mesh for $n=1,2,3$ is 10.5, 2.78 and 0.99 in units of $10^{-3}$ Ha/bohr. The remainder is 4.31, 0.66 and 0.13 in the same units. From $n=2$ to 3 the remainder falls about fivefold and the total 2.8-fold. Each coefficient is a sum over supercell images. For the slowly decaying total, the image at $n-8$ has the opposite sign and noticeably lowers the $n=3$ value, so the 2.8-fold fall exaggerates the decay of the coupling to a single distant ion. The remainder is less affected: on a $16^3$ mesh the $n=3$ total rises from 0.99 to 1.47 and the remainder from 0.13 to 0.14. These few distances show its faster decay but do not establish an asymptotic power.

## Interpolation errors

The electron wavevector is fixed at $(0.15,-0.10,0.30)$ in reduced coordinates and is interpolated from a $4^3$ mesh throughout. The fine points lie on a $20^3$ mesh: 124 near $\Gamma$, with every component at most $2/20$ in magnitude, and 57 random points farther out. Errors are root-mean-square over all orbital pairs and displacements, relative to the direct coupling on the same set.

| $q$ mesh | Plain, near | Restored, near | Plain, far | Restored, far |
|---|---:|---:|---:|---:|
| $4^3$ | 79% | 3.1% | 27% | 7.3% |
| $6^3$ | 61% | 2.1% | 11% | 2.6% |
| $8^3$ | 47% | 1.3% | 10% | 1.1% |

Plain interpolation fails near $\Gamma$ because the dominant, divergent part of the coupling is odd in $q$ there. The interpolant passes through the finite zero-field value at $\Gamma$, while the true function grows as $1/q$. The summed $|g_{LO}|^2$ for lower-band scattering near $\Gamma$, with the highest phonon at each point taken as the LO mode, is therefore 7%, 23% and 45% of the direct sum for the three meshes. With restoration it is 99.7%, 99.8% and 99.9%. $L$ alone already gives 98.6%, so this sum mainly measures the long-range part.

Using $L$ alone gives errors of 3.6% near $\Gamma$ and 24% farther out. Near $\Gamma$ the $4^3$ remainder thus improves little on $L$; its value is in the rest of the zone. The near error also falls more slowly with mesh size than the far error. The interorbital jump at $\Gamma$, which a finite Fourier series cannot reproduce, is only a small part of the near error; most of that error lies in the same-orbital elements.

At one fine point, $q=(0.05,0.10,-0.05)$, the intraband and interband couplings can be compared on the $8^3$ mesh. The lower-to-lower coupling to the highest phonon is 544.3 meV directly, 543.7 restored, 470.0 by plain interpolation and 536.8 from $L$ alone. The lower-to-upper values are 17.1, 16.5, 15.7 and 19.9 meV. Restoration errs by 0.1% in the first case and 3.7% in the second, so an accurate intraband coupling does not certify the interband one.

All these results use $\eta=1$ bohr⁻². With $\eta=0.5$ bohr⁻² the near error on the $6^3$ mesh is again 2.13%, as expected when both Gaussians fit inside the supercell.

## Cost

For $N_w$ Wannier functions and $N_a$ ions, storage is $16N_k^3N_q^3N_w^2(3N_a)$ bytes in double-precision complex numbers. The example's largest set would take $16\times64\times512\times4\times6=12.6$ MB. Eight Wannier functions, two ions and $8^3$ meshes for both variables need 1.6 GB.

Summing over $R_p$ first costs about $N_k^3N_q^3N_w^2(3N_a)$ operations per fine $q$; each fine $k$ then costs $N_k^3N_w^2(3N_a)$. Building $L$ takes about $3N_GN_wN_a$ operations per $q$, for $N_G$ reciprocal vectors, and is independent of $k$.

## Stability and failure modes

**Inconsistent tensors.** If $Z^*$ or $\varepsilon$ differs from the response contained in the coarse couplings, the remainder generally keeps a $1/q$ term. Compute both at the same level of theory and convergence as the couplings, and compare $g$ with $L$ at small $q$ along several directions. A single direction can miss an error in another tensor component.

**Broken charge neutrality.** If $\sum_\kappa Z^*_\kappa\ne0$, a rigid translation carries a dipole. Acoustic modes with $\omega\propto q$ whose dipole has a component along $q$ then acquire a false coupling of order $q^{-1}\omega^{-1/2}\propto q^{-3/2}$. Subtract the mean residual charge tensor from each ion before building $L$.

**Gauge mismatch.** The coarse couplings, centres and $U$ must refer to the same Wannier functions. The diagonal form of $L$ holds in the Wannier gauge; in the band gauge it must be rotated.

**Missing quadrupoles.** Without inversion symmetry at the ions, quadrupoles are generally allowed. They can be added to $L$ as above. The position and local-field terms are separate and need their own treatment if direct off-mesh tests show them to matter.

**Other electrostatics.** A two-dimensional layer has a different Coulomb kernel, and this $L$ does not apply. In a metal the static macroscopic field is screened and the $1/q$ term is absent.

## Relation to real semiconductors

The model's $\varepsilon_\infty\approx3$ resembles that of some wide-gap oxides and halides. In GaAs, with roughly $\varepsilon_\infty=11$ and $\varepsilon_0=13$, the factor $1/\varepsilon_\infty-1/\varepsilon_0$ is about 0.014, against 0.128 here. The model's polar coupling is therefore strong by that standard, while its LO energy is of ordinary size.

Doped devices break the assumption of no free carriers. For static, nondegenerate screening at density $n$ and long wavelength, $\varepsilon_\infty q^2$ becomes $\varepsilon_\infty q^2+4\pi n/k_BT$. With $n=10^{18}$ cm⁻³, 300 K and the model's $\varepsilon_{xx}$, this lowers $|g|^2$ by roughly one third at the smallest fine-mesh $q$ along $x$, 0.052 bohr⁻¹. This is an upper estimate for static screening, because the expression requires $q\ll\sqrt{8mk_BT}$ for carrier mass $m$. With $m=0.2$ the right-hand side is only 0.039 bohr⁻¹, and the static Lindhard response gives a reduction of about 15% at this $q$. For this mass the carriers are only marginally nondegenerate, with $n$ about 0.45 of the effective density of states; Fermi-Dirac statistics change the long-wavelength reduction from 35% to 31% and leave the Lindhard value near 15%. Dynamic screening can change that estimate. At long wavelengths the plasmon energy $\sqrt{4\pi n/(m\varepsilon_\infty)}$ is about 48 meV for these values, close enough to the LO energy for the two modes to mix, and a static description then fails.

The summed $|g_{LO}|^2$ is an ingredient of mobility, not a mobility. Energy conservation, occupations, velocities and other scattering processes decide how a coupling error enters the final number. The numerical output below lists the main values for the model crystal.

## Calculated quantities

```
cell edges a, a, c (bohr): [6. 6. 7.]
ion charges (e): [ 1. -1.]  masses (u): [60. 20.]
polarizabilities (bohr^3): [ 3. 20.]
charge width sigma 0.9 bohr; orbital exponent 0.25 bohr^-2
spring 0.01 Ha/bohr^2; hopping 0.01 Ha
orbital energies (Ha): [0.  0.1]  eta: 1.0 bohr^-2
k point (reduced): [ 0.15 -0.1   0.3 ]  coarse k mesh: 4^3
cell volume: 252.0 bohr^3
eps_xx, eps_zz: 3.0155, 2.6248
cation Born xx, zz (e): 1.5145, 1.7863
static eps0_xx: 4.8993
dipole tensor relative difference: 4.17e-05
long-range relative difference at q=0.001/bohr: 2.49e-04
LO-TO relative difference at q=0.0001/bohr: 9.94e-04
LO energy along x: 51.686 meV
q|g_LO| direct: 2.457385e-03 Ha/bohr
q|g_LO| Froehlich: 2.457387e-03 Ha/bohr
remainder jump between x and z directions (Ha/bohr):
  same orbital 1.37e-05; different orbitals 4.89e-03
  same orbital without centre phase 1.19e-01
real-space coupling at R=(n,0,0), 8^3 q mesh (Ha/bohr):
  n=1: total 1.051e-02, remainder 4.312e-03
  n=2: total 2.781e-03, remainder 6.560e-04
  n=3: total 9.924e-04, remainder 1.292e-04
fine 20^3 mesh points tested: near 124, wide 57
relative rms errors (%): plain near, restored near, plain wide, restored wide
  q mesh 4^3: 78.848 3.131 27.345 7.254
  q mesh 6^3: 61.352 2.132 11.375 2.571
  q mesh 8^3: 47.056 1.308 9.977 1.130
L alone (%): near 3.615, wide 24.419
6^3 near error with eta=0.5 bohr^-2: 2.132 %
summed |g_LO|^2 near Gamma / direct: plain, restored
  q mesh 4^3: 0.0678, 0.9972
  q mesh 6^3: 0.2337, 0.9983
  q mesh 8^3: 0.4488, 0.9989
sample q (reduced): [ 0.05  0.1  -0.05]  top phonon 51.051 meV
sample |g| (meV), 8^3 q mesh: lower-to-lower, lower-to-upper
  direct: 544.2584, 17.1164
  restored: 543.6512, 16.4778
  plain: 469.9520, 15.7031
  L alone: 536.8069, 19.8579
```
